# Descreening an ultrasoft pseudopotential and recovering the reference eigenvalues

An ultrasoft pseudopotential is built inside one particular atom. Its smooth valence functions move in a potential that already contains the repulsion of that atom's own valence electrons. In a molecule, a solid or an ion the valence density is different, and its repulsion has to be computed afresh. The atomic valence contribution must therefore be removed first, a step called descreening.

For an ultrasoft potential this contribution sits in two places: in the local potential, and in the coefficients of the nonlocal part, because each pair of projectors carries a piece of charge that feels the potential. What has to be subtracted from each, and does the descreened pseudo-atom, solved self-consistently, return to the levels from which it was made?

## Setting and assumptions

The algebra is in Hartree atomic units. The reference atom is non-relativistic, spherical and spin-unpolarised, and is treated with a density functional whose exchange-correlation (xc) potential is \(V_{xc}[n]\). Radial functions \(u(r)=rR(r)\) are real, and \(\langle f|g\rangle=\int_0^\infty fg\,dr\). For angular momentum \(l\),

\[
T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.
\]

The radial density is \(\rho=4\pi r^2n\), so that \(\int\rho\,dr\) counts electrons. The label \(l\) is suppressed where one channel is meant.

In each channel take regular all-electron solutions \(u_i\) at reference energies \(\varepsilon_i\):

\[
(T+V_{AE}-\varepsilon_i)u_i=0. \tag{1}
\]

The first, \(u_1\), is the normalised occupied valence orbital. Others may be scattering solutions, which enter only through integrals up to a radius \(r_c\). They need no normalisation: multiplying \(u_i\) and its smooth partner \(\tilde u_i\) by a common factor divides the projector \(\beta_i\), defined below, by that factor and leaves the nonlocal operators unchanged. Assume the following.

1. Each smooth function \(\tilde u_i\) behaves as \(r^{l+1}\) at the origin, equals \(u_i\) for \(r\ge r_c\), and joins it with continuous value and slope.
2. \(V_{loc}\) is the *screened* local potential: smooth inside \(r_c\), equal to \(V_{AE}\) outside.
3. With
\[
\chi_i=(\varepsilon_i-T-V_{loc})\tilde u_i,\qquad B_{ij}=\langle\tilde u_i|\chi_j\rangle, \tag{2}
\]
the matrix \(B\) is invertible. By (1), \(\chi_i\) vanishes beyond \(r_c\).
4. With
\[
Q_{ij}(r)=u_iu_j-\tilde u_i\tilde u_j,\qquad q_{ij}=\int_0^{r_c}Q_{ij}\,dr, \tag{3}
\]
and the projectors \(\beta_i\) defined in Lemma 1, the overlap operator \(S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|\) is positive definite.
5. In each occupied channel, \(\varepsilon_1\) is the lowest eigenvalue of the pseudo-problem (6) below and is nondegenerate. A spurious state below it is called a ghost.

A trial orbital \(v_l\) with \(f_l\) electrons, spread evenly over the magnetic sublevels, has projections \(c_i=\langle\beta_i|v_l\rangle\). The density and energy of the pseudo-atom are defined as

\[
\rho=\sum_l f_l\Big(v_l^2+\sum_{ij}Q_{ij}c_ic_j\Big), \tag{4}
\]

\[
E=\sum_l f_l\Big(\langle v_l|T|v_l\rangle+\sum_{ij}D^0_{ij}c_ic_j\Big)+\int V_{ion}\rho\,dr+E_H[n]+E_{xc}[n]. \tag{5}
\]

The term with \(Q_{ij}\) is the augmentation charge: it restores what smoothing removed. In (5) the ionic potential acts on the full density, augmentation included. This convention decides the form of \(D^0\).

## Theorem

Let \(D_{ij}=B_{ij}+\varepsilon_jq_{ij}\), and let \(n\) be the reference valence density, with \(\rho_v=\sum_lf_lu_{l1}^2\). Define

\[
\boxed{V_{ion}=V_{loc}-V_H[n]-V_{xc}[n],\qquad D^0_{ij}=D_{ij}-\int V_{loc}Q_{ij}\,dr.}
\]

Then the orbitals \(\tilde u_{l1}\), with the density \(\rho_v\) and the eigenvalues \(\varepsilon_{l1}\), form a self-consistent solution of the pseudo-atom defined by (4) and (5) at the reference occupations.

The proof needs three facts about the screened problem and one about the variation of (5).

## The screened problem

**Lemma 1 (dual projectors).** Let \(\beta_i=\sum_j(B^{-1})_{ji}\chi_j\). Then \(\langle\beta_i|\tilde u_k\rangle=\delta_{ik}\) and \(\sum_i\beta_iB_{ik}=\chi_k\).

*Proof.* Since \(\langle\chi_j|\tilde u_k\rangle=B_{kj}\),

\[
\langle\beta_i|\tilde u_k\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki}.
\]

Likewise \(\sum_i\beta_iB_{ik}=\sum_j\chi_j\sum_i(B^{-1})_{ji}B_{ik}=\chi_k\). ∎

**Lemma 2 (symmetry).** \(B_{ij}-B_{ji}=(\varepsilon_i-\varepsilon_j)q_{ij}\), and therefore \(D_{ij}=D_{ji}\).

*Proof.* In the difference \(B_{ij}-B_{ji}\) the local and centrifugal potentials cancel:

\[
B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}\tilde u_i\tilde u_j\,dr+\frac12\int_0^{r_c}(\tilde u_i\tilde u_j''-\tilde u_j\tilde u_i'')\,dr .
\]

The last integrand is the derivative of \(\tilde u_i\tilde u_j'-\tilde u_j\tilde u_i'\), which vanishes at the origin. The integral is thus the value \(W\) of this expression at \(r_c\). The same steps applied to (1) give

\[
0=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}u_iu_j\,dr+\frac12W,
\]

with the same \(W\), because values and slopes agree at \(r_c\). Subtracting,

\[
B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}(\tilde u_i\tilde u_j-u_iu_j)\,dr=(\varepsilon_i-\varepsilon_j)q_{ij}.
\]

Since \(q_{ij}=q_{ji}\),

\[
D_{ij}-D_{ji}=(\varepsilon_i-\varepsilon_j)q_{ij}+(\varepsilon_j-\varepsilon_i)q_{ij}=0.\qquad ∎
\]

**Lemma 3 (screened eigenvalue equation).** Each \(\tilde u_k\) satisfies

\[
\Big(T+V_{loc}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|\Big)\tilde u_k=\varepsilon_kS\tilde u_k, \tag{6}
\]

and \(\langle\tilde u_1|S|\tilde u_1\rangle=1\).

*Proof.* From (2), \((T+V_{loc})\tilde u_k=\varepsilon_k\tilde u_k-\chi_k\). By Lemma 1 the nonlocal term is

\[
\sum_i\beta_iD_{ik}=\sum_i\beta_iB_{ik}+\varepsilon_k\sum_i\beta_iq_{ik}=\chi_k+\varepsilon_k\sum_i\beta_iq_{ik}.
\]

On adding the two, \(\chi_k\) cancels, and what remains is \(\varepsilon_k(\tilde u_k+\sum_i\beta_iq_{ik})=\varepsilon_kS\tilde u_k\). For the norm,

\[
\langle\tilde u_1|S|\tilde u_1\rangle=\int\tilde u_1^2\,dr+q_{11}=\int u_1^2\,dr=1.\qquad ∎
\]

For a scattering energy, (6) is an integro-differential equation whose regular solution joins the all-electron one; it is not a bound-state condition.

## The variation of the energy

**Lemma 4.** Stationarity of (5) under \(\langle v_l|S|v_l\rangle=1\) gives

\[
\Big(T+V_{eff}+\sum_{ij}D_{ij}[n]|\beta_i\rangle\langle\beta_j|\Big)v_l=\varepsilon_lSv_l, \tag{7}
\]

where

\[
V_{eff}=V_{ion}+V_H[n]+V_{xc}[n],\qquad D_{ij}[n]=D^0_{ij}+\int V_{eff}Q_{ij}\,dr. \tag{8}
\]

*Proof.* Replace one orbital by \(v_l+t\eta\). Its projections change at the rate \(\langle\beta_i|\eta\rangle\). Because \(Q_{ij}=Q_{ji}\), the two terms from the product \(c_ic_j\) are equal, and

\[
\frac{d\rho}{dt}\Big|_0=2f_l\Big(\eta v_l+\sum_{ij}Q_{ij}\langle\beta_i|\eta\rangle c_j\Big).
\]

The Hartree energy is \(E_H=\frac12\int\rho V_H\,dr\), with \(V_H(r)=\int\rho(r')/\max(r,r')\,dr'\). The kernel is symmetric, so both factors of \(\rho\) contribute equally and \(dE_H/dt=\int V_H(d\rho/dt)\,dr\). By the definition of the xc potential, \(dE_{xc}/dt=\int V_{xc}(d\rho/dt)\,dr\). With the ionic term, all three combine into \(\int V_{eff}(d\rho/dt)\,dr\).

The kinetic operator is symmetric for orbitals that vanish at the origin and at infinity. Lemma 2 makes \(D^0\) symmetric. Hence

\[
\frac{dE}{dt}\Big|_0=2f_l\langle\eta|\Big[T+V_{eff}+\sum_{ij}\Big(D^0_{ij}+\int V_{eff}Q_{ij}\,dr\Big)|\beta_i\rangle\langle\beta_j|\Big]|v_l\rangle .
\]

The constraint, with multiplier \(f_l\varepsilon_l\), contributes \(-2f_l\varepsilon_l\langle\eta|S|v_l\rangle\). The sum must vanish for every \(\eta\), which is (7). ∎

The integral in (8) has a direct meaning. When an orbital overlaps a projector it brings augmentation charge with it, and that charge has an energy in the potential of its surroundings. The nonlocal coefficients must therefore follow the density.

## Proof of the theorem

Insert the reference orbitals \(v_l=\tilde u_{l1}\) in (4). By Lemma 1 their projections are \(c_i=\delta_{i1}\), so

\[
\rho=\sum_lf_l(\tilde u_{l1}^2+Q^l_{11})=\sum_lf_lu_{l1}^2=\rho_v .
\]

The augmented density is the all-electron valence density at every radius. With this density, (8) gives

\[
V_{eff}=(V_{loc}-V_H[n]-V_{xc}[n])+V_H[n]+V_{xc}[n]=V_{loc},
\]

\[
D_{ij}[n]=D_{ij}-\int V_{loc}Q_{ij}\,dr+\int V_{loc}Q_{ij}\,dr=D_{ij}.
\]

Equation (7) has thus become (6), which \(\tilde u_{l1}\) solves at \(\varepsilon_{l1}\) with unit \(S\)-norm. By assumption 5 these are the states selected when the lowest orbital of each channel is filled. They regenerate \(\rho_v\), and the loop closes. ∎

Read backwards, the proof derives the boxed formulas: requiring \(V_{eff}=V_{loc}\) and \(D[n]=D\) at the reference density leaves no other choice under convention (5).

## Remarks on the formulas

**Which potential stands in the integral.** It is the screened one, since the augmentation charge in the reference atom feels the total effective potential. Subtracting \(\int V_{ion}Q_{ij}\,dr\) instead would leave \(D_{ij}[n]-D_{ij}=\int(V_H+V_{xc})Q_{ij}\,dr\) at the reference density, an error that can have either sign.

A different convention lets \(V_{ion}\) act on the soft density \(\sum_lf_lv_l^2\) alone. Its action on the augmentation charge must then be moved into the bare coefficients:

\[
D^{0\prime}_{ij}=D^0_{ij}+\int V_{ion}Q_{ij}\,dr=D_{ij}-\int(V_H[n]+V_{xc}[n])Q_{ij}\,dr .
\]

The total energy is unchanged; mixing the two conventions is an error.

**The ionic tail.** Beyond \(r_c\), \(V_{loc}=V_{AE}\). Let \(n_c\) be the core density. The Hartree potential is linear in the density, so

\[
V_{ion}=-\frac Zr+V_H[n_c]+V_{xc}[n_c+n]-V_{xc}[n]. \tag{9}
\]

Where the core density is negligible, \(V_H[n_c]=Z_c/r\) for \(Z_c\) core electrons and, for a local or semilocal functional, the xc terms cancel, leaving \(-Z_v/r\) with \(Z_v=Z-Z_c\). This requires the density used in descreening to carry the full valence charge, which is the task of the augmentation.

**Smoothed augmentation.** The function \(Q_{ij}(r)\) may be replaced inside \(r_c\) by a smoother one with the same integral \(q_{ij}\), if the resulting density remains admissible in \(V_{xc}\). Then \(B\), \(D\), \(S\) and (6) are unchanged. Descreening with the new \(Q_{ij}\) and its density again gives \(V_{eff}=V_{loc}\) and \(D[n]=D\). The reference eigenvalues survive, although the density inside \(r_c\) is no longer the all-electron one and levels in other configurations change. Keeping \(q_{ij}\) alone suffices only for the spherical atom treated here; in a molecule or solid the augmentation charges have angular components, including pairs of different \(l\), and the smoothed functions must also keep their multipole moments. The same \(Q_{ij}\) must be used in descreening and afterwards.

**What is not proved.** The theorem establishes a fixed point. It does not show that the fixed point is unique or that an iteration reaches it. If a ghost lies below \(\varepsilon_1\), filling the lowest orbital at the reference density selects the ghost instead of \(\tilde u_1\), and the proof no longer applies. If \(S\) is not positive definite, some functions have zero or negative norm and (7) is no longer a proper eigenvalue problem.

## Carbon

Take carbon, \(1s^22s^22p^2\), in the local density approximation with Slater exchange and Vosko–Wilk–Nusair correlation. The matching radius is 0.635 Å. The s and p channels each have two reference energies, the second 27.2114 eV above the occupied level. Inside \(r_c\),

\[
\tilde u_i=r^{l+1}\sum_{k=0}^3a_kr^{2k},\qquad V_{loc}=a+br^2,
\]

with \(\tilde u_i\) matched through its third derivative and \(V_{loc}\) through its first. The second function in each channel is scaled to equal the first at \(r_c\). With this choice the lowest pseudo-level in both channels is the reference level. The smallest eigenvalue of \(S\) on the numerical grid is 0.331 for s and 0.961 for p.

**Local part.** At \(r_c\) the descreening reads

\[
V_{ion}=-37.111-68.843-(-15.237)=-90.717\ \text{eV}.
\]

The Coulomb value \(-Z_v/r_c\) is \(-90.705\) eV. The difference of \(-0.013\) eV, from the unrounded values, is the core tail in (9). Core charge lying beyond \(r_c\) screens the nucleus incompletely, and adding core density makes the local xc potential more negative; both lower \(V_{ion}\). At 1.799 Å the product \(-rV_{ion}\) corresponds to a charge of 4.000000.

**Nonlocal part.** For the occupied states,

\[
D^0_{11}(s)=6.755-2.688=4.067\ \text{eV},
\]
\[
D^0_{11}(p)=-7.636-(-2.854)=-4.782\ \text{eV}.
\]

The charge \(q_{11}\) is \(-0.0434\) for s and \(+0.0443\) for p: smoothing added charge inside \(r_c\) in the first case and removed it in the second. Since \(Q_{11}(r)\) need not keep one sign, the sign of \(q_{11}\) does not by itself fix that of the integral. Here the ratio \(\int V_{loc}Q_{11}\,dr/q_{11}\) is \(-62\) eV for s and \(-64\) eV for p, between the values \(-72.6\) eV and \(-37.1\) eV that \(V_{loc}\) takes at the origin and at \(r_c\), so the two integrals have opposite signs as the two charges do. With two electrons in each channel the total augmentation charge is only 0.0018 electrons, a cancellation that hides two contributions near 0.09.

Lemma 2 can be followed in the s channel. The difference \(B_{12}-B_{21}=10.830-8.916=1.914\) eV agrees with \((\varepsilon_1-\varepsilon_2)q_{12}=(-27.2114)(-0.07034)=1.914\) eV.

**Variation of the energy.** At the reference orbitals, (6) and Lemma 4 predict that the unconstrained derivative of (5) is \(\sum_l2f_l\varepsilon_{l1}\langle\eta_l|S|\tilde u_{l1}\rangle\). For \(\eta_l=r^{l+1}e^{-3r/2}\) this is \(-19.1827\) eV, and a finite difference of the energy built from \(V_{ion}\) and \(D^0\) gives the same value.

**Self-consistency.** The pseudo-atom was started from an exponential density \(n\propto e^{-1.2r}\), unrelated to the reference, and iterated with linear mixing 0.3 of the potential until it changed by less than \(10^{-8}\) hartree. Its first levels were \(-24.14\) eV for 2s and \(-16.21\) eV for 2p. After 54 iterations they were

\[
\varepsilon_{2s}=-13.6293\ \text{eV}\;(-0.50087\ \text{hartree}),
\]
\[
\varepsilon_{2p}=-5.4201\ \text{eV}\;(-0.19919\ \text{hartree}).
\]

Both differ from the all-electron levels by about \(10^{-8}\) eV. The integrated absolute difference between the two valence densities is \(8\times10^{-10}\) electrons. From this start, the iteration reaches the fixed point of the theorem.

## Away from the reference configuration

In another configuration \(V_{eff}\) differs from \(V_{loc}\) by some \(\delta V\), and by (8) the coefficients become \(D_{ij}+\int\delta V\,Q_{ij}\,dr\). If \(D\) is kept frozen at its reference value, this integral is lost. The reference configuration cannot reveal the omission: there \(\delta V=0\), and the frozen version has the same fixed point. The program confirms that it recovers the same levels.

A constant \(\delta V=C\) shows what is at stake. With updated coefficients the Hamiltonian changes by

\[
C\Big(1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|\Big)=CS,
\]

so every level moves by \(C\), as it must. With frozen coefficients the first-order shift of the occupied level is \(C\langle\tilde u_1|\tilde u_1\rangle=C(1-q_{11})\), which is in error by \(-Cq_{11}\).

For C⁺, with one 2p electron removed, the errors relative to the all-electron ion are:

| Level | \(D\) updated | \(D\) frozen |
|---|---:|---:|
| 2s | −0.022 eV | −0.728 eV |
| 2p | +0.053 eV | +0.881 eV |

The all-electron levels fall by 11.96 eV (2s) and 11.71 eV (2p) on ionization. Using these shifts for \(C\), the estimate \(-Cq_{11}\) gives \(-0.52\) eV for 2s and \(+0.52\) eV for 2p. The estimate concerns the effect of freezing alone, which is the difference of the two columns: \(-0.706\) eV for 2s and \(+0.828\) eV for 2p. The signs are right and the sizes too small. The estimate is crude in three ways. It replaces \(\delta V(r)\) inside \(r_c\) by a constant taken from the level shift. It is of first order, so it ignores the change of the orbital and of its projections \(c_i\) in the potential of the ion, which need not be small for shifts near 12 eV. And it ignores the self-consistent response of the density, which can act in either direction. The calculation does not separate these.

The errors that remain with updated \(D\) do not contradict the theorem, which concerns the reference configuration. Three approximations enter once the density changes. The core is frozen. The xc potential is not additive in core and valence densities, so subtracting \(V_{xc}[n]\) of the reference atom does not remove the valence part correctly for another density. Finally, two projectors per channel describe scattering by the changed potential only approximately. For C⁺ the second accounts for nearly all of the error: if the core density \(n_c\) is kept inside \(V_{xc}\), both in descreening and afterwards, the two level errors fall below 0.001 eV. Together the three approximations change the ionization energy, taken as a difference of total energies in this spherical, unpolarised model, from 10.991 eV to 10.973 eV.

The numerical check accompanying this text carries out the generation, the descreening and the self-consistent calculations described here.

## Values computed for the example and the checks

```
r_cut = 0.6350 angstrom
second energy above first = 27.2114 eV
bump added to parabola = 0.0000 eV
V_loc(0) = -72.5675 eV
at r_cut: V_loc = -37.1113 eV
at r_cut: V_H[n] = 68.8430 eV
at r_cut: V_xc[n] = -15.2369 eV
at r_cut: V_ion = -90.7174 eV
at r_cut: -Z_v/r = -90.7046 eV
-r V_ion at 1.7992 angstrom = 4.000000 (charge, e)
s: lowest eigenvalue of S = 0.3313
s: B12, B21 = 10.83043, 8.91631 eV
s11: q = -0.04341; D, int V_loc Q, D0 = 6.7554, 2.6881, 4.0674 eV
s12: q = -0.07034; D, int V_loc Q, D0 = 9.8750, 4.4087, 5.4663 eV
s22: q = -0.11312; D, int V_loc Q, D0 = 14.1388, 7.1617, 6.9771 eV
p: lowest eigenvalue of S = 0.9611
p: B12, B21 = -13.93497, -11.61585 eV
p11: q = 0.04431; D, int V_loc Q, D0 = -7.6361, -2.8543, -4.7819 eV
p12: q = 0.08523; D, int V_loc Q, D0 = -12.0778, -5.5015, -6.5763 eV
p22: q = 0.16258; D, int V_loc Q, D0 = -18.2835, -10.5221, -7.7614 eV
soft charge = 3.99821 e
augmentation charge = 0.00179 e
energy slope, finite difference = -19.18270 eV
energy slope, 2 sum f eps <eta|S|u> = -19.18270 eV
2s all-electron = -13.62926 eV (-0.500866 hartree)
2s pseudo, first iteration = -24.14142 eV
2s pseudo, self-consistent = -13.62926 eV
2s difference = 1.3e-08 eV
2p all-electron = -5.42012 eV (-0.199186 hartree)
2p pseudo, first iteration = -16.21389 eV
2p pseudo, self-consistent = -5.42012 eV
2p difference = 1.1e-08 eV
pseudo-atom iterations = 54
integrated density difference = 7.8e-10 e
C+ 2s all-electron = -25.5934 eV
C+ 2s error, D updated = -0.0216 eV
C+ 2s error, D frozen = -0.7280 eV
C+ 2p all-electron = -17.1269 eV
C+ 2p error, D updated = 0.0533 eV
C+ 2p error, D frozen = 0.8812 eV
ionization energy, all-electron = 10.9907 eV
ionization energy, pseudo = 10.9729 eV
```
